# Why small alpha does not make the QED series converge: a program that tests the result

```python
"""
Result under test: a small coupling does not make a perturbation series converge.
Model: Z(g) = (2 pi)^(-1/2) * integral of exp(-x^2/2 - g x^4/4) over all real x.
Its coefficients a_n = (-1)^n Gamma(2n+1/2) / (sqrt(pi) n!) grow factorially, so
the radius of convergence is zero; the best truncation has an error close to
sqrt(g/pi) exp(-1/(4g)).  S_N denotes the sum of the N terms n = 0..N-1.
Dyson's configuration: with e^2 -> -e^2, N electrons in one ball of radius R and
N positrons in another, centres D apart, have an energy unbounded below in N.
Energies are in m c^2, lengths in hbar/(m c); alpha = e^2/(hbar c).
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

mp.mp.dps = 40
alpha = constants.fine_structure


def gaussian_average(function, limit=24):
    """Average of an even function over the unit Gaussian, cut at |x| = limit."""
    pieces = list(range(0, limit + 1, 2))
    integral = mp.quad(lambda x: function(x) * mp.exp(-x * x / 2), pieces)
    return 2 * integral / mp.sqrt(2 * mp.pi)


def model_integral(g, limit=24):
    g = mp.mpf(g)
    return gaussian_average(lambda x: mp.exp(-g * x**4 / 4), limit)


def coefficient(n):
    size = mp.gamma(2 * n + mp.mpf(1) / 2) / (mp.sqrt(mp.pi) * mp.factorial(n))
    return (-1) ** n * size


# --- coefficients: direct Gaussian moments against the closed form
moments = [gaussian_average(lambda x, n=n: (x**4 / 4) ** n / mp.factorial(n))
           for n in range(13)]
for n, moment in enumerate(moments):
    assert abs(moment / abs(coefficient(n)) - 1) < mp.mpf(10) ** -20
for n in range(12):
    ratio_law = 4 * n + mp.mpf(3) / (4 * (n + 1))
    assert abs(moments[n + 1] / moments[n] - ratio_law) < mp.mpf(10) ** -15


# --- truncation errors from the integral itself
def truncation_study(g):
    """Return Z, the terms, and the errors Z - S_N for N = 0, 1, 2, ..."""
    exact = model_integral(g)
    terms, errors, partial = [], [], mp.mpf(0)
    for n in range(int(0.85 / g) + 1):
        term = coefficient(n) * mp.mpf(g) ** n
        terms.append(term)
        errors.append(exact - partial)
        partial += term
    return exact, terms, errors


best_rows = []
studies = {}
for g in (0.05, 0.03, 0.02, 0.01, alpha):
    exact, terms, errors = truncation_study(g)
    studies[g] = (exact, terms, errors)
    for N, (term, error) in enumerate(zip(terms, errors)):
        assert error * (-1) ** N > 0
        assert abs(error) <= abs(term)
    best = min(range(len(errors)), key=lambda N: abs(errors[N]))
    smallest = min(range(len(terms)), key=lambda n: abs(terms[n]))
    predicted = mp.sqrt(g / mp.pi) * mp.exp(-1 / (4 * mp.mpf(g)))
    quotient = abs(errors[best]) / predicted
    # corrections to the asymptotic law are of relative order g
    assert abs(quotient - 1) < 4 * g + 0.02
    assert abs(abs(terms[smallest]) / (2 * predicted) - 1) < 4 * g + 0.02
    assert abs(best - 1 / (4 * g)) <= 2
    assert abs(smallest - 1 / (4 * g)) <= 2
    assert abs(terms[-1]) > 1000 * abs(terms[smallest])
    best_rows.append((g, best, smallest, abs(terms[smallest]),
                      abs(errors[best]), predicted, quotient))

# --- region feeding the order n = 1/(4g), and the barrier at reversed coupling
g_main = 0.02
order = 1 / (4 * g_main)
feeding = minimize_scalar(lambda x: x * x / 2 - 4 * order * np.log(x),
                          bounds=(1, 20), method="bounded",
                          options={"xatol": 1e-9}).x
barrier = minimize_scalar(lambda x: -(x * x / 2 - g_main * x**4 / 4),
                          bounds=(1, 9.5), method="bounded",
                          options={"xatol": 1e-9})
assert abs(feeding - barrier.x) < 1e-4
assert abs(-barrier.fun - 1 / (4 * g_main)) < 1e-8

# --- reversed coupling: the cut-off integral runs away
cut_values = [(L, model_integral(-g_main, L)) for L in (8, 10, 12, 14)]
assert abs(cut_values[0][1] - 1) < 0.05
assert cut_values[2][1] > 1e10 and cut_values[3][1] > 1e10 * cut_values[2][1]

# --- an integral that diverges for all g < 0 although its continuation is 1
for g in (0.1, 0.5, 2.0):
    assert abs(g * quad(lambda t: np.exp(-g * t), 0, np.inf)[0] - 1) < 1e-7
cut_counter = [-0.5 * quad(lambda t: np.exp(0.5 * t), 0, L)[0] for L in (20, 40)]
assert cut_counter[1] < 1000 * cut_counter[0] < 0

# --- Dyson's configuration: kinetic coefficient from an explicit sum over states
axis = np.arange(-25, 26)
nx, ny, nz = np.meshgrid(axis, axis, axis)
length = np.sqrt(nx**2 + ny**2 + nz**2)
occupied = length[length < 24.3]
number = 2 * occupied.size
box_energy = 2 * np.sum(2 * np.pi * occupied)
box_formula = 0.75 * (3 * np.pi**2) ** (1 / 3) * number ** (4 / 3)
assert abs(box_energy / box_formula - 1) < 0.005
kinetic = 0.75 * (9 * np.pi / 4) ** (1 / 3)

# --- Coulomb coefficient 3/5 from random pairs of points in a unit ball
rng = np.random.default_rng(5)


def points_in_ball(count):
    direction = rng.normal(size=(count, 3))
    direction /= np.linalg.norm(direction, axis=1)[:, None]
    return direction * rng.random(count)[:, None] ** (1 / 3)


separation = np.linalg.norm(points_in_ball(400000) - points_in_ball(400000), axis=1)
coulomb_sampled = 0.5 * np.mean(1 / separation)
assert abs(coulomb_sampled - 0.6) < 0.004  # several standard errors

radius, distance = 1.0, 10.0


def interaction(N, coupling):
    return coupling * N**2 * (-1.2 / radius + 1 / distance)


def energy_bound(N, coupling):
    return 2 * N + 2 * kinetic * N ** (4 / 3) / radius + interaction(N, coupling)


def energy_full_kinetic(N, coupling):
    k_fermi = (9 * np.pi * N / 4) ** (1 / 3) / radius
    mean = 3 / k_fermi**3 * quad(lambda k: k * k * np.sqrt(1 + k * k), 0, k_fermi)[0]
    return 2 * N * mean + interaction(N, coupling)


def threshold(coupling):
    return brentq(lambda N: energy_bound(N, coupling) / N, 10, 1e14)


N_zero = threshold(alpha)
for N in (100, 1000, N_zero, 2 * N_zero):
    assert energy_full_kinetic(N, alpha) < energy_bound(N, alpha)
assert energy_full_kinetic(100, alpha) > 0
scaling = threshold(alpha / 1e6) / threshold(alpha / 1e4)
assert abs(scaling / 1000 - 1) < 0.02
peak = minimize_scalar(lambda N: -energy_bound(N, alpha), bounds=(10, N_zero),
                       method="bounded")

# --- printed numbers
print(f"alpha = {alpha:.9f} (dimensionless), 1/alpha = {1 / alpha:.4f}")
print("Dyson configuration, e^2 -> -e^2, R = hbar/(mc), D = 10 R")
print(f"kinetic coefficient k = {kinetic:.4f}")
print(f"Coulomb coefficient: sampled {coulomb_sampled:.4f}, formula {3 / 5:.4f}")
print(f"barrier top at N = {peak.x:.0f} pairs, energy bound {-peak.fun:.4g} mc^2")
print(f"energy bound is zero at N = {N_zero:.0f} pairs")
print(f"energy bound at twice that N = {energy_bound(2 * N_zero, alpha):.4g} mc^2")
print(f"energy with full kinetic term there = "
      f"{energy_full_kinetic(2 * N_zero, alpha):.4g} mc^2")
print(f"zero-energy N for alpha/100 = {threshold(alpha / 100):.4g} pairs")
print(f"growth of that N from alpha/1e4 to alpha/1e6 = {scaling:.1f} times")
print("model coefficients |a_n| from direct moments (dimensionless)")
for n in (0, 1, 2, 3, 4, 5, 10):
    print(f"  n = {n:2d}  |a_n| = {mp.nstr(moments[n], 9)}")
exact, terms, errors = studies[g_main]
print(f"model at g = {g_main}: Z = {mp.nstr(exact, 12)}")
print("  N   first omitted term   error Z - S_N   error/term")
for N in (1, 2, 3, 5, 8, 12, 13, 14, 20, 30, 40):
    print(f"  {N:2d}  {float(terms[N]):+.4e}  {float(errors[N]):+.4e}"
          f"  {float(errors[N] / terms[N]):.4f}")
print(f"dominant x at order 1/(4g) = {feeding:.4f}; barrier top x = {barrier.x:.4f}")
print(f"barrier height = {-barrier.fun:.4f} (dimensionless)")
print(f"cut-off integral at g = {-g_main}, |x| < L")
for L, value in cut_values:
    print(f"  L = {L:2d}  value = {mp.nstr(value, 6)}")
print("best truncation: g, terms kept, index of smallest term, smallest term,")
print("  error, sqrt(g/pi) exp(-1/(4g)), quotient of the last two")
for g, best, smallest, term, error, predicted, quotient in best_rows:
    print(f"  {g:.6f} {best:3d} {smallest:3d} {float(term):.4e} {float(error):.4e}"
          f" {float(predicted):.4e} {float(quotient):.4f}")
print("all assertions hold")
```

It prints:

```
alpha = 0.007297353 (dimensionless), 1/alpha = 137.0360
Dyson configuration, e^2 -> -e^2, R = hbar/(mc), D = 10 R
kinetic coefficient k = 1.4394
Coulomb coefficient: sampled 0.6002, formula 0.6000
barrier top at N = 3882 pairs, energy bound 6.243e+04 mc^2
energy bound is zero at N = 7162 pairs
energy bound at twice that N = -6.169e+05 mc^2
energy with full kinetic term there = -6.451e+05 mc^2
zero-energy N for alpha/100 = 6.829e+06 pairs
growth of that N from alpha/1e4 to alpha/1e6 = 999.5 times
model coefficients |a_n| from direct moments (dimensionless)
  n =  0  |a_n| = 1.0
  n =  1  |a_n| = 0.75
  n =  2  |a_n| = 3.28125
  n =  3  |a_n| = 27.0703125
  n =  4  |a_n| = 329.919434
  n =  5  |a_n| = 5328.19885
  n = 10  |a_n| = 8.40538464e+10
model at g = 0.02: Z = 0.986136381434
  N   first omitted term   error Z - S_N   error/term
   1  -1.5000e-02  -1.3864e-02  0.9242
   2  +1.3125e-03  +1.1364e-03  0.8658
   3  -2.1656e-04  -1.7612e-04  0.8132
   5  -1.7050e-05  -1.2343e-05  0.7239
   8  +1.8591e-06  +1.1532e-06  0.6203
  12  +6.0784e-07  +3.1599e-07  0.5199
  13  -5.8422e-07  -2.9184e-07  0.4995
  14  +6.0822e-07  +2.9238e-07  0.4807
  20  +3.1272e-06  +1.2251e-06  0.3917
  30  +2.4483e-03  +7.3196e-04  0.2990
  40  +6.0741e+01  +1.4672e+01  0.2415
dominant x at order 1/(4g) = 7.0711; barrier top x = 7.0711
barrier height = 12.5000 (dimensionless)
cut-off integral at g = -0.02, |x| < L
  L =  8  value = 1.01662
  L = 10  value = 1.10105
  L = 12  value = 2.05955e+12
  L = 14  value = 1.41803e+39
best truncation: g, terms kept, index of smallest term, smallest term,
  error, sqrt(g/pi) exp(-1/(4g)), quotient of the last two
  0.050000   6   5 1.6651e-03 7.9592e-04 8.5004e-04 0.9363
  0.030000   9   9 4.5861e-05 2.2666e-05 2.3489e-05 0.9650
  0.020000  13  13 5.8422e-07 2.9184e-07 2.9734e-07 0.9815
  0.010000  26  25 1.5606e-12 7.7268e-13 7.8354e-13 0.9861
  0.007297  35  35 1.2678e-16 6.3163e-17 6.3755e-17 0.9907
all assertions hold
```
